\section*{The extrapolar correction for omitted empty bands, derived in two ways, part 1}

(Sections cited here and not found follow in the second part.)

\section{The form fixed by symmetry and dimensions}

The independent-particle polarizability of an insulator is a sum over empty bands, and a plane-wave calculation computes $N_b$ bands per $k$-point. Let $P$ project on the computed bands and $\Pi=1-P$ on the rest. A potential $e^{iQ'\cdot r}$ carries an occupied state $|v\rangle$ into $e^{iQ'\cdot r}|v\rangle$, and the density at wave vector $Q$ is read off by overlap with $e^{iQ\cdot r}|v\rangle$. In linear response the omitted part is therefore $\langle v|e^{-iQ\cdot r}\,\Pi A\Pi\,e^{iQ'\cdot r}|v\rangle$ with some operator $A$. The simplest approximation builds $A$ from the projector $\Pi$ alone, with no use of $H$ within its range (the first moment derived below does use $H$ there). Such an $A$ cannot change when the omitted states are mixed by any unitary $U$ acting within the range of $\Pi$. Then $A$ commutes with every such $U$. Commuting with the reflection $1-2|x\rangle\langle x|$ makes each vector $|x\rangle$ an eigenvector of $A$, and if two vectors and their sum are all eigenvectors the eigenvalues coincide. Hence $A=c\,\Pi$.

The polarizability is a density divided by an energy. The matrix element is dimensionless and the density supplies one inverse volume, so $c$ is an inverse energy. It may depend on the frequency and on $\epsilon_v$, and since the energy zero is arbitrary and the static value is finite, it needs a second energy $\bar\epsilon$, entering as $\bar\epsilon-\epsilon_v$. The remainder per occupied state has the form
\begin{equation}
\frac{c(\bar\epsilon-\epsilon_v,\omega)}{\text{volume}}\,\langle v|e^{-iQ\cdot r}(1-P)e^{iQ'\cdot r}|v\rangle .
\end{equation}
The argument does not give $c$ or $\bar\epsilon$. It does show that the projector removed is $P$, over all computed bands. The remainder is expressed through occupied states alone in the case $N_b=N_v$; otherwise the computed empty bands enter as well.

\section{Conventions and the first-order equation}

Hartree atomic units are used. The system is a spin-unpolarized insulator with $H=p^2/2+V(r)$, $V$ real and local, $N_v$ occupied bands, cell volume $\Omega$, and $N_k$ points closed under $k\to-k$ and $k\to k+q$. States are normalized on the volume $N_k\Omega$. With $Q=q+G$, $\delta V(r)=\sum\delta V(Q')e^{iQ'\cdot r}$ and $\delta n(Q)=(N_k\Omega)^{-1}\int\delta n\,e^{-iQ\cdot r}d^3r$, the polarizability is defined by $\delta n(Q)=\sum_{Q'}\chi_{QQ'}\delta V(Q')$, where $\delta V$ is the total one-particle potential.

Imaginary frequency corresponds to a real perturbation $\delta V(r)e^{\omega t}$, $\omega>0$. Insert $\psi_v=e^{-i\epsilon_vt}(|v\rangle+e^{\omega t}|\delta v\rangle)$ in $i\partial_t\psi=(H+\delta Ve^{\omega t})\psi$. The first-order terms give $(\epsilon_v+i\omega)|\delta v\rangle=H|\delta v\rangle+\delta V|v\rangle$, so
\begin{equation}
(H-\epsilon_v-i\omega)|\delta v\rangle=-\delta V|v\rangle. \label{first}
\end{equation}
With two spins, $\delta n(r)=2\sum_{kv}[v^*\delta v+\delta v^*\,v]$, and
\begin{equation}
\delta n(Q)=\frac{2}{N_k\Omega}\sum_{kv}\big[\langle v|e^{-iQ\cdot r}|\delta v\rangle+\langle\delta v|e^{-iQ\cdot r}|v\rangle\big]. \label{dn}
\end{equation}
Components of $\delta v$ along occupied states drop out. For a pair $v,v'$ the first bracket, with $v$ perturbed toward $v'$, gives $X/(i\omega-\epsilon_{v'}+\epsilon_v)$ with $X=\langle v|e^{-iQ\cdot r}|v'\rangle\langle v'|\delta V|v\rangle$. The second bracket, with $v'$ perturbed toward $v$, gives $X/(-i\omega-\epsilon_v+\epsilon_{v'})$, which is the negative of the first. So $\delta V|v\rangle$ may be replaced by $P_c\,\delta V|v\rangle$, with $P_c$ the projector on empty states.

\section{First derivation: common denominator and closure}

Expand (\ref{first}) in empty eigenstates: $\langle j|\delta v\rangle=\langle j|\delta V|v\rangle/(i\omega-\Delta)$ with $\Delta=\epsilon_j-\epsilon_v$. The coefficient of $\delta V(Q')$ in (\ref{dn}) is
\begin{align}
\chi_{QQ'}=\frac{2}{N_k\Omega}\sum_{kv}\sum_{j>N_v}\Big[&\frac{\langle v|e^{-iQ\cdot r}|j\rangle\langle j|e^{iQ'\cdot r}|v\rangle}{i\omega-\Delta}\nonumber\\
&-\frac{\langle v|e^{iQ'\cdot r}|j\rangle\langle j|e^{-iQ\cdot r}|v\rangle}{i\omega+\Delta}\Big].
\end{align}
In the first term $j$ lies at $k+q$. Define $M_{jv}(Q)=\langle j,k{+}q|e^{iQ\cdot r}|v,k\rangle$; the numerator is $M^*(Q)M(Q')$. In the second term $j$ lies at $k-q$. Because $H$ is real, $\psi^*$ is an eigenstate at $-k$ with the same energy, and for any function $f(r)$, $\langle a|f|b\rangle=\int a^*fb=\langle b^*|f|a^*\rangle$. The second numerator becomes $\langle j^*|e^{iQ'\cdot r}|v^*\rangle\langle v^*|e^{-iQ\cdot r}|j^*\rangle$, with $v^*$ at $-k$ and $j^*$ at $-k+q$. Renaming $-k\to k$ in the sum makes it $M(Q')M^*(Q)$ again. The denominators combine as
\begin{equation}
\frac{1}{i\omega-\Delta}-\frac{1}{i\omega+\Delta}=\frac{2\Delta}{(i\omega)^2-\Delta^2}=-g(\Delta,\omega),\qquad g=\frac{2\Delta}{\Delta^2+\omega^2},
\end{equation}
so that
\begin{equation}
\chi_{QQ'}(i\omega)=-\frac{2}{N_k\Omega}\sum_{kv}\sum_{j>N_v}g(\Delta,\omega)\,M^*_{jv}(Q)M_{jv}(Q'). \label{chi}
\end{equation}

Split the sum at $N_b\ge N_v$ and call the part with $j\le N_b$ $\chi^{N_b}$. In the rest replace every $\epsilon_j$ by $\bar\epsilon$. This is the approximation. Now $g$ does not depend on $j$ and leaves the inner sum, which becomes
\begin{equation}
R^0_{v,QQ'}=\sum_{j>N_b}\langle v|e^{-iQ\cdot r}|j\rangle\langle j|e^{iQ'\cdot r}|v\rangle .
\end{equation}
The bands at $k+q$ are complete in the space of functions with that Bloch vector, and $e^{iQ'\cdot r}|v,k\rangle$ lies in this space. Closure reads $\sum_{j>N_b}|j\rangle\langle j|=1-\sum_{j\le N_b}|j\rangle\langle j|$, where the second sum starts at the lowest band. With the unit operator the two exponentials multiply, and
\begin{align}
R^0_{v,QQ'}&=\langle v|e^{i(Q'-Q)\cdot r}|v\rangle-\sum_{j=1}^{N_b}M^*_{jv}(Q)M_{jv}(Q'), \label{R0}\\
\bar\chi_{QQ'}&=\chi^{N_b}_{QQ'}-\frac{2}{N_k\Omega}\sum_{kv}g(\bar\epsilon-\epsilon_v,\omega)\,R^0_{v,QQ'}. \label{result}
\end{align}
This is the Bruneval--Gonze extrapolar polarizability, of the form found above with $c=-2g$. The first term of (\ref{R0}) is a Fourier component of $|v(r)|^2$ at the reciprocal vector $Q'-Q=G'-G$, and equals 1 on the diagonal. The occupied bands are absent from (\ref{chi}) but present in (\ref{R0}), because closure runs over all bands.

Each term $M^*(Q)M(Q')$ is a positive semidefinite matrix in $Q,Q'$, and $g>0$. Dropping terms gives $-\chi^{N_b}\le-\chi$ in the matrix order at every $\omega$. Further, $\partial g/\partial\Delta=2(\omega^2-\Delta^2)/(\Delta^2+\omega^2)^2$ is negative for $\Delta>\omega$. Let $\epsilon_{\min}$ be the lowest omitted energy on the mesh. If $\omega\le\epsilon_{\min}-\max\epsilon_v$, lowering every omitted energy to $\epsilon_{\min}$ raises every $g$, so
\begin{equation}
-\chi^{N_b}\le-\chi\le-\bar\chi(\bar\epsilon=\epsilon_{\min}). \label{bounds}
\end{equation}
For $\omega$ above all relevant $\Delta$, $g\approx2\Delta/\omega^2$ grows with $\Delta$ and the upper bound is lost.

In practice the bands are found in a sphere $|k+q+G|^2/2\le E_{\rm cut}$ with projector $P_S$, and they sum to $P_S$. Writing $1-P=(P_S-P)+(1-P_S)$ gives $R^0=\sum_{j>N_b}M^*M+L$, with the leak $L=\langle v|e^{-iQ\cdot r}(1-P_S)e^{iQ'\cdot r}|v\rangle$, again positive semidefinite. Equation (\ref{result}) places this weight at $\bar\epsilon$, whereas a sum over all bands of the basis leaves it out. The upper bound in (\ref{bounds}) survives, since $L$ adds to its right side.

\section{Second derivation: response of a modified Hamiltonian}

Here no omitted eigenstate is introduced. Define
\begin{equation}
\bar H=PHP+\bar\epsilon\,\Pi,\qquad\bar\epsilon>\max\epsilon_v .
\end{equation}
It is Hermitian and has the same occupied states and energies as $H$. It is real if the computed set is mapped onto itself by complex conjugation, which holds for the lowest $N_b$ bands at each $k$ when the cut does not divide a degenerate level. Equations (\ref{first}) and (\ref{dn}) used no property of $H$ beyond Hermiticity, so they hold for $\bar H$. With $K=\bar H-\epsilon_v$, $|\delta v\rangle=-(K-i\omega)^{-1}P_c\,\delta V|v\rangle$, and the adjoint is $\langle\delta v|=-\langle v|\delta V P_c(K+i\omega)^{-1}$.

In the second bracket of (\ref{dn}) use $\langle a|B|b\rangle=\langle b^*|B^T|a^*\rangle$, where $T$ transposes the real-space kernel. A real Hermitian kernel is symmetric, so $P_c(K+i\omega)^{-1}$ equals its transpose, as does multiplication by a function, and the order of factors reverses. After $v^*\to v$ in the sum over $k$ the bracket is $-\langle v|e^{-iQ\cdot r}P_c(K+i\omega)^{-1}\delta V|v\rangle$. Since $(K-i\omega)^{-1}+(K+i\omega)^{-1}=2K(K^2+\omega^2)^{-1}=g(K,\omega)$,
\begin{equation}
\bar\chi_{QQ'}=-\frac{2}{N_k\Omega}\sum_{kv}\langle v|e^{-iQ\cdot r}P_c\,g(\bar H-\epsilon_v,\omega)\,e^{iQ'\cdot r}|v\rangle .
\end{equation}
Write $P_c=P_cP+\Pi$. On the range of $P_cP$, $\bar H$ acts as $H$ and the computed bands give $\chi^{N_b}$. On the range of $\Pi$, $\bar H$ is the number $\bar\epsilon$, so the operator is $g(\bar\epsilon-\epsilon_v,\omega)(1-P)$, whose matrix element is $gR^0$ with $R^0$ as in (\ref{R0}). This is (\ref{result}), now as the exact linear response of $\bar H$. It follows that $\bar\chi$ is Hermitian and negative semidefinite on the imaginary axis, and that its continuation has, besides the computed transitions, poles at $\pm(\bar\epsilon-\epsilon_v)$. On the real axis these poles stand in for a spread of transitions, so the correction does not describe spectra at such energies.

The error follows from $Y=\Pi(H-\bar\epsilon)\Pi=H-\bar H$. On the range of $\Pi$, with the number $x=\bar\epsilon-\epsilon_v\mp i\omega$, the true resolvent is $(x+Y)^{-1}$, and
\begin{equation}
\frac{1}{x+Y}=\frac1x-\frac{Y}{x^2}+\frac{Y^2}{x^2(x+Y)}, \label{res}
\end{equation}
as multiplication by $x^2(x+Y)$ shows: $x(x+Y)-Y(x+Y)+Y^2=x^2$. The expansion is stopped here with its exact remainder, because the geometric series in $Y/x$ needs $|\epsilon_j-\bar\epsilon|<|x|$, which the highest states violate. The term $1/x$ is the extrapolar term. The linear term has matrix element $R^1-\bar\Delta R^0$, with $\bar\Delta=\bar\epsilon-\epsilon_v$ and $R^1=\langle v|e^{-iQ\cdot r}\Pi(H-\epsilon_v)e^{iQ'\cdot r}|v\rangle$. This also needs no omitted state. From $p\,e^{iQ'\cdot r}=e^{iQ'\cdot r}(p+Q')$ and a local $V$ follows $He^{iQ'\cdot r}=e^{iQ'\cdot r}(H+Q'\cdot p+Q'^2/2)$. Acting on $|v\rangle$, $H-\epsilon_v$ vanishes, and with $\Pi=1-P$
\begin{equation}
R^1_{v,QQ'}=\langle v|e^{i(Q'-Q)\cdot r}\big(\tfrac12Q'^2+Q'\cdot p\big)|v\rangle-\sum_{j=1}^{N_b}\Delta\,M^*_{jv}(Q)M_{jv}(Q'). \label{R1}
\end{equation}
A nonlocal potential does not commute with $e^{iQ'\cdot r}$ and adds the commutator to the first term.

Take a diagonal element at $\omega=0$, where $g=2/\Delta$, and allow $\bar\Delta$ to depend on $k,v,Q$. The choice $\bar\Delta=R^1/R^0$, the weighted mean of the omitted transition energies, removes the linear term, and (\ref{res}) evaluated in eigenstates gives
\begin{equation}
\sum_{j>N_b}\frac{|M|^2}{\Delta}=\frac{R^0}{\bar\Delta}+\sum_{j>N_b}|M|^2\frac{(\Delta-\bar\Delta)^2}{\Delta\,\bar\Delta^2}. \label{var}
\end{equation}
With this choice the static estimate lies below the true remainder in magnitude, by a term quadratic in the spread of the omitted energies. A single $\bar\epsilon$ for all $k,v,Q$ leaves linear terms in general.

\section{Fixing $\bar\epsilon$ by the f-sum rule}

For $\omega\to\infty$, $g\to2\Delta/\omega^2$, so $-\omega^2\chi_{QQ}\to(4/N_k\Omega)\sum_{kv}\sum_{j>N_v}\Delta|M|^2$. The sum may be extended to occupied $j$. Indeed $S=\sum_{kvv'}(\epsilon_{v',k+q}-\epsilon_{vk})|\langle v',k{+}q|e^{iQ\cdot r}|v,k\rangle|^2$ has matrix elements equal to $\langle v,-k|e^{iQ\cdot r}|v',-k{-}q\rangle$ by the conjugation rule; renaming $-k-q\to k$ and exchanging $v,v'$ turns $S$ into $-S$, so $S=0$. The sum over all $j$ is the first term of (\ref{R1}), $Q^2/2+Q\cdot\langle p\rangle$, and $\langle p\rangle$ is odd in $k$ and cancels. With $n=2N_v/\Omega$,
\begin{equation}
-\omega^2\chi_{QQ}\to\frac{4}{N_k\Omega}\,N_kN_v\frac{Q^2}{2}=nQ^2 .
\end{equation}
In $\bar\chi$ the omitted moment $\sum_{kv}R^1$ is replaced by $\sum_{kv}(\bar\epsilon-\epsilon_v)R^0$. Equating the two restores the rule at one $Q$:
\begin{equation}
\bar\epsilon_f(Q)=\frac{\sum_{kv}(R^1_{v,QQ}+\epsilon_vR^0_{v,QQ})}{\sum_{kv}R^0_{v,QQ}}. \label{ef}
\end{equation}
This is the weighted mean omitted energy, so up to basis defects it is not below $\epsilon_{\min}$. It depends on $Q$: when $|Q|$ is so large that the overlaps $M$ with the computed bands vanish, $R^0\to1$ and $\bar\epsilon_f\to Q^2/2+\langle\epsilon_v\rangle$, the mean being over occupied states. A constant $\bar\epsilon$ then violates the rule, as it may, since $\bar H$ is nonlocal.

The extrapolar polarizability (\ref{result}) has been derived both by closure and as the exact linear response of $\bar H$, with bounds, an expression for its error, and a choice of $\bar\epsilon$ that restores the f-sum rule at one $Q$. What remains is the long-wavelength head, the corresponding correction to the self-energy, a numerical test on a model crystal, and a comparison of what the two derivations assume.
